# Why segregation gettering in a fixed time can favour an intermediate temperature

**Question.** A metal impurity is more soluble in a gettering layer than in the wafer beneath it, and the preference grows on cooling. Why, then, can a fixed-time anneal clean the wafer best at an intermediate temperature, and what sets that temperature?

**Answer.**

**The mechanism**

Segregation determines how much metal would remain in the wafer after unlimited time. Diffusion determines how much of that approach to equilibrium fits into the time available. Cooling improves the first and impairs the second. A hot wafer reaches a poor equilibrium; a cold wafer has a good equilibrium that it does not reach.

Consider a wafer of thickness \(W\) with a uniform dissolved concentration \(C_0\). One face is closed. The other touches an initially clean layer of thickness \(d\), which is well mixed and does not saturate. At the interface the layer concentration is \(S\) times the wafer concentration. The temperature \(T\) is constant during the anneal time \(t\), and

\[
S=S_0e^{E_s/kT},\qquad D=D_0e^{-E_m/kT},\qquad E_s,E_m>0,
\]

where \(D\) is the metal diffusivity in the wafer. Measure concentration in units of \(C_0\) and position \(x\) in units of \(W\), with the layer at \(x=1\). Two numbers remain:

\[
\tau=\frac{Dt}{W^2},\qquad \beta=\frac{Sd}{W}.
\]

The first is the diffusion time available, the second the capacity of the layer relative to the wafer. Cooling lowers \(\tau\) and raises \(\beta\).

**The fraction left in the wafer**

Let \(c(x,\tau)\) be the wafer concentration, \(c_1=c(1,\tau)\) its interface value and \(r=\int_0^1c\,dx\) the fraction left. The layer holds \(\beta c_1\), so metal conservation gives \(r+\beta c_1=1\). At equilibrium \(c\) is uniform and \(r=c_1\), hence

\[
r_{\rm eq}=\frac1{1+\beta}.
\]

For finite time, \(\partial_\tau c=\partial_x^2c\), with \(\partial_xc=0\) at \(x=0\). The flux leaving the wafer fills the layer:

\[
\beta\,\partial_\tau c=-\partial_xc\quad\text{at }x=1 .
\]

A mode \(f=\cos(qx)\), decaying as \(e^{-q^2\tau}\), satisfies this if \(-\beta q^2\cos q=q\sin q\), that is

\[
\tan q=-\beta q .
\]

There is one positive root in each interval \(((n-\tfrac12)\pi,n\pi)\), and \(q=0\) is the equilibrium mode. The boundary condition also reads \(f'(1)=\beta q^2f(1)\). For two modes, integration by parts then gives

\[
(q_m^2-q_n^2)\int_0^1f_mf_n\,dx=\big[f_mf_n'-f_nf_m'\big]_{x=1}
=-\beta(q_m^2-q_n^2)f_m(1)f_n(1).
\]

Different modes are therefore orthogonal in the product \(\int_0^1fg\,dx+\beta f(1)g(1)\), which counts the layer with its capacity. In this product the problem is self-adjoint, and its modes form a complete set.

The initial state is 1 in the wafer and 0 in the layer, so its overlap with a mode is \(\sin q/q\). The squared norm is

\[
N=\frac12+\frac{\sin q\cos q}{2q}+\beta\cos^2q=\frac{1+\beta\cos^2q}{2},
\]

because \(\sin q=-\beta q\cos q\). The mean of the mode over the wafer is again \(\sin q/q\). Its weight in \(r\) is therefore

\[
\frac{(\sin q/q)^2}{N}=\frac{2\beta^2\cos^2q}{1+\beta\cos^2q}
=\frac{2\beta^2}{1+\beta+\beta^2q^2},
\]

where the last step uses \(1/\cos^2q=1+\tan^2q=1+\beta^2q^2\). The equilibrium mode contributes \(1/(1+\beta)\), and

\[
r=\frac1{1+\beta}+\sum_{n\ge1}\frac{2\beta^2e^{-q_n^2\tau}}{1+\beta+\beta^2q_n^2}.
\]

Every term of the sum is positive and decays, so \(r\) falls as \(\tau\) rises.

**Why a stronger layer also helps at finite time**

The roots \(q_n\) depend on \(\beta\), so the effect of \(\beta\) at fixed \(\tau\) needs its own argument. Take the Laplace transform in \(\tau\), with variable \(s\) and transforms marked by a hat. In the wafer \(\hat c=1/s+A\cosh(\sqrt s\,x)\). Since \(c_1\) starts at zero, the interface condition becomes

\[
\beta s\hat c_1=-A\sqrt s\sinh\sqrt s=Y\Big(\frac1s-\hat c_1\Big),\qquad Y=\sqrt s\tanh\sqrt s,
\]

after eliminating \(A=(\hat c_1-1/s)/\cosh\sqrt s\). Thus \(\hat c_1=Y/[s(\beta s+Y)]\). From \(\hat r=1/s-\beta\hat c_1\),

\[
\frac{\partial\hat r}{\partial\beta}
=-\frac{Y}{s(\beta s+Y)}+\frac{\beta Y}{(\beta s+Y)^2}
=-\frac{Y^2}{s(\beta s+Y)^2}=-(s\hat c_1)\,\hat c_1 .
\]

The factor \(s\hat c_1\) is the transform of \(c_1'\), and a product of transforms is a convolution:

\[
\frac{\partial r}{\partial\beta}=-\int_0^\tau c_1'(v)\,c_1(\tau-v)\,dv<0 .
\]

The sign follows because \(\beta c_1'=-\partial r/\partial\tau>0\).

The two causes can now be separated. If \(D\) did not depend on temperature, cooling would always help in this model. If \(S\) did not, heating would always help. The competition needs both activation energies.

**When the optimum lies inside the window**

Two lower bounds on \(r\) make the condition explicit. The series gives \(r\ge1/(1+\beta)\). Also, \(r\) cannot be below its value for a perfect sink, \(\beta\to\infty\). A perfect sink on a half-space has the profile \(\operatorname{erf}[(1-x)/2\sqrt\tau]\) and flux \(1/\sqrt{\pi\tau}\), so it collects \(2\sqrt{\tau/\pi}\). The finite wafer gives it no more, since it lacks the supply from beyond \(x=0\). Hence

\[
r\ge\max\left(\frac1{1+\beta},\;1-2\sqrt{\tau/\pi}\right).
\]

The first bound rises on heating, the second on cooling. If some temperature inside the allowed window gives an \(r\) below the second bound at the cold edge and below the first at the hot edge, the minimum is interior. This condition is sufficient, and it can fail. If the anneal is so long that even at the cold edge the residue, and not just the uptake, is very close to its equilibrium value, the cold edge wins. If it is so short that the layer exerts little back-pressure even at the hot edge, faster diffusion wins and the hot edge is best.

**The formula for the best temperature**

With \(u=1/kT\), \(\ln\beta\) has slope \(E_s\) and \(\ln\tau\) has slope \(-E_m\). At an interior minimum \(dr/du=0\), so

\[
E_s\left|\frac{\partial r}{\partial\ln\beta}\right|=E_m\left|\frac{\partial r}{\partial\ln\tau}\right| .
\]

For \(\beta\gg1\) the first root is just above \(\pi/2\). Writing \(q_1=\pi/2+\varepsilon\) gives \(1/\varepsilon\approx\beta\pi/2\), so \(q_1^2\approx\pi^2/4+2/\beta\). If also \(2\tau/\beta\ll1\) and the faster modes have died out,

\[
r\approx\frac1\beta+\frac8{\pi^2}e^{-y},\qquad y=\frac{\pi^2\tau}{4}.
\]

Let \(p=E_s/E_m\). At fixed time \(y\propto e^{-E_mu}\) and \(\beta\propto e^{E_su}\), so \(B=\beta y^p\) does not depend on temperature. Substituting \(1/\beta=y^p/B\) and setting \(dr/dy=0\),

\[
\frac{p\,y^{p-1}}B=\frac8{\pi^2}e^{-y}
\quad\Longrightarrow\quad
y^{1-p}e^{-y}=\frac{p\pi^2}{8B}.
\]

For \(p>1\) the left side falls steadily from infinity to zero, so there is one root, and it is a minimum. For \(p<1\) there can be two; the smaller is a maximum of the approximate \(r\), in a region where the neglected modes matter.

Dividing the unfinished part by the equilibrium part at the optimum gives

\[
\frac{(8/\pi^2)e^{-y}}{y^p/B}=\frac py .
\]

When \(y\) is well above \(p\), the best anneal thus nearly reaches equilibrium. A little further cooling would cost more in unfinished diffusion than it gains in segregation.

The effect of time follows from the logarithm of the root equation, \((p-1)\ln y+y=\ln B+\text{const}\). Since \(B\propto t^p\),

\[
\frac{d\ln y}{d\ln t}=\frac p{p-1+y}.
\]

This is below 1 when \(y>1\). Then \(D=4W^2y/(\pi^2t)\) at the optimum must fall as \(t\) grows, and the best temperature falls with it.

**The number: iron in a silicon wafer**

Take \(W=180\) µm, a phosphorus-doped layer with \(d=0.4\) µm, and \(t=1800\) s. For interstitial iron use the rough values \(D_0=10^{-3}\) cm²/s and \(E_m=0.66\) eV. The segregation law is a round model choice, \(S=1000\) at 1173 K with \(E_s=1.2\) eV. The values of \(r\) below come from a finite-volume solution of the diffusion problem with 150 wafer cells.

| \(T\) (K) | \(\tau\) | \(\beta\) | \(r_{\rm eq}\) | \(r\) |
|---|---|---|---|---|
| 673 | 0.063 | 15040 | 0.00007 | 0.716 |
| 773 | 0.276 | 1034 | 0.0010 | 0.410 |
| 873 | 0.860 | 131 | 0.0076 | 0.102 |
| 948 | 1.724 | 37.1 | 0.026 | 0.036 |
| 1073 | 4.41 | 6.72 | 0.130 | 0.130 |
| 1273 | 13.5 | 0.87 | 0.533 | 0.533 |

Direct minimization over 673 to 1273 K puts the optimum at 948 K (675 °C), with 3.6% of the iron left. The bounds at the cold and hot edges are 0.716 and 0.533, so the condition for an interior minimum is met.

The closed estimate needs only \(p=1.2/0.66=1.818\) and \(B\). At 1173 K, \(\tau=8.11\) gives \(y=20.0\), and \(\beta=2.222\), so \(B=2.222\times20.0^{1.818}\approx516\). The right side of the root equation is \(1.818\,\pi^2/(8\times516)=0.00435\), and its root is \(y=4.25\). Inverting the diffusivity law, with \(\pi^2D_0t/(4W^2)=1.371\times10^4\),

\[
T=\frac{E_m}{k\ln(1.371\times10^4/4.25)}\approx948\ \text{K}.
\]

The residue can be checked by hand. At 948 K, \(q_1^2\approx2.467+2/37.1=2.521\). The first mode contributes \(0.785\,e^{-2.521\times1.724}=0.0102\), which with \(r_{\rm eq}=0.0262\) gives 0.0364.

Uptake has reached 99% of its equilibrium value, yet the unfinished part is 0.39 of the equilibrium residue, because that residue is itself small. The rule \(p/y\) gives 0.43. With \(S\) a hundred times larger, the optimum moves to 1034 K and the two ratios become 0.218 and 0.219, as expected where \(\beta\) is larger.

With all else fixed, 300 s gives an optimum of 1082 K and a residue of 0.218; 10800 s gives 818 K and 0.0033. At 300 s \(\beta\) is only 6, outside the range of the closed estimate, which gives 1066 K; the direction of the shift with time still holds.

**How far the number carries to a real wafer**

The dimensions and time are in the range of phosphorus gettering for silicon solar cells, but \(S\) depends on the doping profile and is here a model choice, not a measured value. Dividing or multiplying it by 3 moves the optimum to 922 or 972 K and the residue to 0.073 or 0.017. Halving or doubling \(D\) gives 1001 or 896 K. The geometry and the starting state matter at least as much. A layer on both faces halves the effective \(W\), so \(\tau\) is four times and \(\beta\) twice as large; the optimum falls to 855 K and the residue to 0.0034. A layer that has already reached equilibrium with the wafer during a diffusion at 1123 K, instead of starting clean, gives 908 K and 0.022 of the original iron.

Cooling after the anneal is also neglected. Continuing the calculation down to 500 K lowers the residue from 0.036 to 0.033 at 5 K/s, but to 0.006 at 5 K/min. The slow ramp adds about 5400 s, so this is no longer a comparison at fixed time. It gains because the metal moves while it is still mobile and the segregation strengthens; with \(S\) frozen at its 948 K value the same ramp leaves 0.027. The ramp is no better than the best constant temperature for the same total time of about 7200 s, which leaves 0.006 at 846 K.

Dissolved iron must also stay dissolved. A rough solubility law with an activation energy near 2.9 eV gives about \(5\times10^{10}\) cm⁻³ at the optimum, above an assumed initial \(2\times10^{10}\) cm⁻³. That initial concentration becomes supersaturated below roughly 920 K, so the colder results hold only if precipitation is negligible. The slow ramp meets the same limit later: by this rough law, the iron still in the wafer becomes supersaturated below roughly 820 K, so the residue of 0.006 also assumes that none precipitates during cooling. A more contaminated wafer could meet this limit at the optimum itself.

Mixing inside the layer matters little here. If iron moves there with diffusivity \(D/S\), the mixing time \(d^2S/D\) is 86 s, and resolving the layer in depth changes the residue only from 0.0364 to 0.0365. Slow trapping reactions or an interface barrier would delay uptake further; their size is not estimated here.
